\section*{An impurity unbound in bulk can bind in a thin layer}

\section{Definitions and conventions}

One electron of isotropic effective mass $m$ moves in a single conduction valley. The impurity is a spherical well,
\begin{equation}
V(\mathbf r)=-V_0\ \ (r<a),\qquad V(\mathbf r)=0\ \ (r>a),\qquad V_0>0 .
\end{equation}
In bulk, a bound state has energy below the band edge, taken as zero. In a layer with hard walls at $z=\pm L/2$, where $L>2a$, the impurity sits at the centre $\mathbf r=0$. The lowest subband has
\begin{equation}
\chi(z)=\sqrt{\tfrac{2}{L}}\cos\frac{\pi z}{L},\qquad E_1=\frac{\hbar^2k_1^2}{2m},\qquad k_1=\frac{\pi}{L}.
\end{equation}
Far from the impurity no motion has energy below $E_1$, so a state is bound if its energy is $E=E_1-E_b$ with $E_b=\hbar^2\kappa^2/2m>0$. The in-plane distance from the impurity is $\rho$. The layer is empty apart from this electron, clean and laterally infinite. In the \emph{ideal two-dimensional} layer only the subband $\chi$ is kept.

The claim to be tested is that an impurity too weak to bind in bulk cannot bind in a layer either. The counter-example has $m=0.40\,m_0$, so $\hbar^2/m=0.1905$ eV\,nm$^2$, with $a=1$ nm, $V_0=0.15$ eV and $L=5$ nm.

\section{The counter-example}

\subsection{No bound state in bulk}

The centrifugal term is positive, so the lowest level, if there is one, is an $s$ state. Write $\psi=u(r)/r$ and $K_0^2=2mV_0/\hbar^2$. For energy $-\hbar^2q^2/2m$,
\begin{equation}
u=\sin Kr\ (r<a),\qquad u\propto e^{-qr}\ (r>a),\qquad K^2=K_0^2-q^2 .
\end{equation}
Continuity of $u'/u$ at $r=a$ requires $K\cot Ka=-q<0$, hence $Ka>\pi/2$. Since $K<K_0$, binding requires $K_0a>\pi/2$, that is
\begin{equation}
V_0>V_c=\frac{\pi^2\hbar^2}{8ma^2}=0.235\ \text{eV}.
\end{equation}
Here $V_0/V_c=0.64$, or $K_0a=\sqrt{2(0.15)/0.1905}=1.25<\pi/2$. The impurity does not bind in bulk.

\subsection{The condition for a bound state in the layer}

Outside the well the wave function obeys $(\nabla^2+k^2)\psi=0$ with $k^2=k_1^2-\kappa^2$, and vanishes on the walls. If the impurity scatters only $s$ waves, $\psi$ is proportional to the layer's Green function $G$, defined by $(-\nabla^2-k^2)G=\delta(\mathbf r)$. Neglect of the waves $l\ge2$ is the approximation of this subsection; odd $l$ are absent by symmetry.

First take $k^2=-q^2<0$. Repeated reflection in the two walls puts image sources at $z=nL$ with signs $(-1)^n$:
\begin{equation}
4\pi G=\sum_{n=-\infty}^{\infty}(-1)^n\frac{e^{-q|\mathbf r-nL\hat{\mathbf z}|}}{|\mathbf r-nL\hat{\mathbf z}|}.
\end{equation}
Near $\mathbf r=0$ the term $n=0$ is $1/r-q$, and the others can be evaluated at the origin. With $\sum_{n\ge1}(-1)^nx^n/n=-\ln(1+x)$, the result is $4\pi G=1/r+C$, where
\begin{align}
C&=-q-\frac2L\ln\!\left(1+e^{-qL}\right)
=-\frac2L\ln\!\left(e^{qL/2}+e^{-qL/2}\right)\nonumber\\
&=-\frac2L\ln\!\left(2\cosh\frac{qL}{2}\right).
\end{align}
The hyperbolic cosine is even in $q$, so $C$ is a function of the energy. It stays analytic up to $E_1$, as $G$ does, because the empty layer has no levels below $E_1$. Setting $q^2=-k^2$ therefore gives
\begin{equation}
C=-\frac2L\ln\!\left(2\cos\frac{kL}{2}\right).
\end{equation}

The $s$ part of $4\pi G$ is the solution of the free equation that starts as $1/r+C$, namely $\cos kr/r+C\sin kr/(kr)$. The wave outside the well, with phase shift $\delta$, is
\begin{equation}
\frac{\sin(kr+\delta)}{r}=\sin\delta\left[\frac{\cos kr}{r}+k\cot\delta\,\frac{\sin kr}{kr}\right].
\end{equation}
Comparison gives $k\cot\delta=C$. With the length $\ell(k)=\tan\delta/k$ this reads
\begin{equation}
2\cos\frac{kL}{2}=e^{-L/(2\ell)} .
\label{eq:image}
\end{equation}

For weak binding, $k$ lies just below $k_1=\pi/L$, and
\begin{equation}
2\cos\frac{kL}{2}=2\sin\frac{(k_1-k)L}{2}\approx(k_1-k)L=\frac{\kappa^2L}{k_1+k}\approx\frac{\kappa^2L^2}{2\pi}.
\end{equation}
Hence $\kappa^2\approx(2\pi/L^2)e^{-L/(2\ell)}$ and
\begin{equation}
E_b\approx\frac{\pi\hbar^2}{mL^2}\,e^{-L/(2\ell)},\qquad \ell=\ell(k_1).
\label{eq:simple}
\end{equation}

\subsection{Numbers}

Matching $\sin K'r$ inside to $\sin(kr+\delta)$ outside, with $K'^2=k^2+K_0^2$, gives $K'\cot K'a=k\cot(ka+\delta)$, so
\begin{equation}
\delta=\arctan\!\left(\frac{k}{K'}\tan K'a\right)-ka .
\end{equation}
At $k_1=0.628$ nm$^{-1}$, $K'=1.403$ nm$^{-1}$ and $\delta=0.582$. Thus $\ell=1.046$ nm and $L/(2\ell)=2.389$. Equation~\eqref{eq:simple} gives
\begin{equation}
E_b\approx\frac{\pi(0.1905)}{25}\,e^{-2.389}\ \text{eV}=23.94\times0.09172\ \text{meV}=2.20\ \text{meV}.
\end{equation}
The full condition~\eqref{eq:image} gives 2.25 meV. A variational diagonalization with twelve subbands, which includes the higher partial waves, also gives 2.25 meV. The impurity that fails to bind in bulk binds in the layer, with decay length $1/\kappa=6.5$ nm.

Making the well shallower, with $L$ and $a$ held fixed, shows the exponential. In this table $E_b$ comes from the diagonalization.
\begin{center}
\begin{tabular}{ccccc}
$V_0$ (eV) & $L/(2\ell)$ & $E_b$ (meV) & $E_b$, one subband (meV) & $1/\kappa$ (nm)\\
0.15 & 2.39 & 2.25 & 1.47 & 6.5\\
0.10 & 4.98 & 0.166 & 0.110 & 24\\
0.05 & 12.7 & $7.3\times10^{-5}$ & $4.8\times10^{-5}$ & 1140
\end{tabular}
\end{center}
A threefold reduction of $V_0$ lowers $E_b$ by a factor of about $3\times10^4$.

The thick-layer limit restores the bulk result. As $k\to0$, $\delta\approx k(\tan K_0a/K_0-a)$, so $\ell$ tends to the finite length $\tan K_0a/K_0-a$, positive for $0<K_0a<\pi/2$. For a fixed impurity below the bulk threshold, $E_b$ then vanishes as $L^{-2}e^{-L/(2\ell)}$ when $L\to\infty$. At the threshold itself $\ell$ diverges in this limit, the exponential suppression is lost, and the weak-binding form \eqref{eq:simple} no longer applies.

\section{The general statement and its proof}

Let $V(\mathbf r)$ be any bounded potential that vanishes for $\rho>a$, and define
\begin{equation}
U(\boldsymbol\rho)=\int\chi^2(z)\,V(\mathbf r)\,dz,\qquad W=-\int U\,d^2\rho .
\end{equation}
\emph{If $W>0$, the layer has a bound state below $E_1$, however small $W$ is.} An attractive impurity satisfies this condition. The statement holds both for the ideal two-dimensional layer and for the layer with all its subbands.

\subsection{Existence}

Take the trial function $\psi=\chi(z)f(\rho)$ with
\begin{equation}
f=1\ (\rho<a),\qquad f=\frac{\ln(R/\rho)}{\ln(R/a)}\ (a<\rho<R),\qquad f=0\ (\rho>R).
\end{equation}
The motion along $z$ contributes $E_1$ times the norm, which cancels in
\begin{align}
\langle\psi|H-E_1|\psi\rangle
&=\frac{\hbar^2}{2m}\int_a^R\frac{2\pi\rho\,d\rho}{\rho^2\ln^2(R/a)}+\int Uf^2\,d^2\rho\nonumber\\
&=\frac{\pi\hbar^2}{m\ln(R/a)}-W ,
\end{align}
because $f=1$ wherever $U\ne0$. This is negative once $\ln(R/a)>\pi\hbar^2/(mW)$. The norm is finite, so the mean energy lies below $E_1$. By the variational principle there is a level below $E_1$, and since the continuum begins at $E_1$, that level is bound. $\square$

In the example $W=0.2326$ eV\,nm$^2$, and $R$ must exceed $13.1$ nm.

The argument fails in bulk because localization there has a minimum cost. For a radial $f$ that falls from 1 at $r=a$ to 0 at infinity, the Cauchy--Schwarz inequality gives
\begin{equation}
1=\left(\int_a^\infty f'\,dr\right)^2\le\int_a^\infty f'^2r^2\,dr\int_a^\infty\frac{dr}{r^2}
=\frac1a\int_a^\infty f'^2r^2\,dr ,
\end{equation}
so $\int|\nabla f|^2d^3r\ge4\pi a$. In two dimensions the last factor is replaced by $\int_a^Rd\rho/\rho=\ln(R/a)$, which grows without limit, and the cost can be made as small as desired.

\subsection{Size of the binding energy in the ideal layer}

Let $U\le0$. The one-subband equation is $(-\nabla^2+\kappa^2)\psi=(2m/\hbar^2)|U|\psi$. The Green function of its left side is $K_0(\kappa|\boldsymbol\rho-\boldsymbol\rho'|)/2\pi$, where $K_0(x)$ is the modified Bessel function, so
\begin{equation}
\psi(\boldsymbol\rho)=\frac{m}{\pi\hbar^2}\int K_0(\kappa|\boldsymbol\rho-\boldsymbol\rho'|)\,|U(\boldsymbol\rho')|\,\psi(\boldsymbol\rho')\,d^2\rho' .
\end{equation}
For $\kappa a\ll1$, $K_0(x)\approx-\ln(x/2)-\gamma$ with Euler's constant $\gamma$. Put $\Lambda=\ln(2/\kappa)-\gamma$ and $F=\int|U|\psi\,d^2\rho$, all lengths being in one unit. Multiplying by $|U(\boldsymbol\rho)|$ and integrating gives
\begin{equation}
F=\frac{m}{\pi\hbar^2}\left[\Lambda WF-\iint|U(\boldsymbol\rho)|\ln|\boldsymbol\rho-\boldsymbol\rho'|\,|U(\boldsymbol\rho')|\psi(\boldsymbol\rho')\,d^2\rho\,d^2\rho'\right].
\end{equation}
For weak $U$ the large constant $\Lambda$ dominates the kernel, so $\psi$ is nearly constant inside the well and equals $F/W$ to leading order. The double integral is then $WF\langle\ln|\boldsymbol\rho-\boldsymbol\rho'|\rangle$, the average being taken with weight $U(\boldsymbol\rho)U(\boldsymbol\rho')/W^2$. Division by $mWF/(\pi\hbar^2)$ leaves $\Lambda=\pi\hbar^2/(mW)+\langle\ln|\boldsymbol\rho-\boldsymbol\rho'|\rangle$, and therefore
\begin{equation}
E_b\approx\frac{2\hbar^2}{m}\exp\!\left[-2\gamma-\frac{2\pi\hbar^2}{mW}-2\langle\ln|\boldsymbol\rho-\boldsymbol\rho'|\rangle\right].
\label{eq:planar}
\end{equation}
Since $W\propto V_0$, this has no power series in $V_0$: it vanishes faster than any power.

For $V_0=0.15$ eV the exponent is $-1.154-5.147+0.704=-5.597$, and $E_b\approx381\,e^{-5.597}$ meV $=1.41$ meV. Diagonalization within one subband gives 1.47 meV, so the law is 4\% below it. At $V_0=0.05$ eV the difference is below 1\%, as expected of a weak-coupling law.

The full layer binds about 1.5 times more strongly than the one-subband layer at all three depths. It must bind at least as strongly, because adding subbands enlarges the variational space. The nearly constant ratio also has a reason. Virtual transitions to higher subbands add a second-order term to the attraction, $W\to W+\beta W^2$ with $\beta$ independent of $V_0$. Then $1/W\to1/W-\beta$ to this order, which multiplies $E_b$ by the constant $e^{2\pi\hbar^2\beta/m}$.

\section{Comparison with a delta-doped layer}

The parameters are close to those of a nitrogen delta-doped layer in 4H-SiC whose electrons have been removed; the material values here are rough, and the neutral short-range centre is a model, not an identified defect. A fully ionized donor sheet of $5\times10^{12}$ cm$^{-2}$ produces a V-shaped well with a field of 0.47 MV/cm on each side. This field assumes a relative permittivity of 9.7 and compensating charge shared equally between the two sides. Replacing the hard walls by this well changes $E_b$ from 2.25 to 1.94 meV; a permittivity of 10.3 would give 0.44 MV/cm and 1.83 meV. If the layer keeps its electrons, they screen the field and widen the well: in a Hartree estimate with one occupied subband, $E_b$ falls to about 0.6 meV, even before the electrons screen the impurity itself. Keeping the hard walls but using masses of $0.42\,m_0$ in the plane (the geometric mean of 0.58 and 0.31) and $0.33\,m_0$ along $z$ gives 2.69 meV; the in-plane anisotropy, averaged out here, would lower this by about 2.5\%. The bulk conclusion survives the anisotropy: the kinetic energy is at least that of an isotropic mass $0.58\,m_0$, whose threshold, 0.162 eV, still exceeds $V_0$.

The assumption that such a layer breaks most severely is that it is empty and clean. Its own electrons, shared among three valleys, have a Fermi energy of 10 meV if they form a free gas at zero temperature. That picture, which the Hartree estimate above also uses, is marginal here: the donors are about 3.5 Bohr radii apart and their hydrogenic binding energy, about 60 meV, exceeds the Fermi energy, so at low temperature the electrons may be partly localized on the donors. A mobility of 300 cm$^2$/Vs corresponds to a level broadening of about 10 meV, and $kT$ is 26 meV at 300 K. The Coulomb energy at the mean donor spacing of 4.5 nm is 33 meV, about fifteen times $E_b$. The value 2.25 meV is therefore no prediction for a doped layer, where a separate level of this kind would not be resolved. In an empty, clean layer at 4 K, $kT=0.34$ meV: this is below $E_b$ for $V_0=0.15$ eV but above it for the two shallower wells. The absence of a threshold is a statement about whether a bound state exists; whether it can be seen depends on $E_b$ compared with these other energies. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Model: m = 0.40 m0, L = 5.0 nm, a = 1.0 nm
hbar^2/m = 0.1905 eV nm^2
Bulk threshold Vc = 0.2350 eV; V0/Vc = 0.638
Bulk threshold for mass 0.58 m0 = 0.1621 eV
First subband edge = 37.60 meV
W at V0 = 0.15 eV: 0.2326 eV nm^2
Mean log (lengths in nm) = -0.3522
One-subband exponent 2 pi hbar^2/(m W) = 5.147
Trial radius needed = 13.11 nm
--- Depth V0 = 0.15 eV
ell = 1.0464 nm; L/(2 ell) = 2.389
Eb, simple exponential = 2.1955e+00 meV
Eb, full image condition = 2.2514e+00 meV
Eb, 12-subband diagonalization = 2.2494e+00 meV
Eb, one-subband law = 1.4135e+00 meV
Eb, one-subband diagonalization = 1.4737e+00 meV
Decay length 1/kappa = 6.51 nm
--- Depth V0 = 0.10 eV
ell = 0.5024 nm; L/(2 ell) = 4.976
Eb, simple exponential = 1.6519e-01 meV
Eb, full image condition = 1.6565e-01 meV
Eb, 12-subband diagonalization = 1.6597e-01 meV
Eb, one-subband law = 1.0783e-01 meV
Eb, one-subband diagonalization = 1.0964e-01 meV
Decay length 1/kappa = 23.96 nm
--- Depth V0 = 0.05 eV
ell = 0.1966 nm; L/(2 ell) = 12.717
Eb, simple exponential = 7.1791e-05 meV
Eb, full image condition = 7.1791e-05 meV
Eb, 12-subband diagonalization = 7.2718e-05 meV
Eb, one-subband law = 4.7868e-05 meV
Eb, one-subband diagonalization = 4.8196e-05 meV
Decay length 1/kappa = 1144.48 nm
--- Size of neglected effects at V0 = 0.15 eV
Eb with 8 subbands = 2.2490 meV
Rough masses: 0.58, 0.31 in plane; 0.33 along z (m0)
Eb with axial masses 0.424, 0.33 m0 = 2.681 meV
Sheet density = 5.0e+12 cm^-2; eps_r = 9.7
Field beside donor plane = 0.466 MV/cm
Hard-wall width of equal central density = 5.17 nm
Eb in V-shaped well = 1.940 meV
Intervalley/intravalley ratio = 0.0165
Fermi energy, 3 valleys = 9.97 meV
kT at 300 K = 25.85 meV; at 4 K = 0.345 meV
Eb/k = 26.1 K
Broadening at 300 cm2/Vs = 9.65 meV
Mean donor spacing = 4.47 nm
Coulomb energy at that spacing = 33.2 meV
\end{verbatim}
